\section*{Spin-Filter Polarization of Current Through a Thick Exchange-Split Barrier, part 2}

A single-domain ferromagnetic insulator fills $0<z<d$ between two identical nonmagnetic metals. We seek the current polarization $P=(J_\uparrow-J_\downarrow)/(J_\uparrow+J_\downarrow)$, where $J_s$ is the magnitude of the charge current density carried by spin $s$. Measured from the Fermi level, the barrier heights are $\phi_{\uparrow,\downarrow}=\phi\mp\Delta/2$. The electron mass $m(z)$ is $m$ in the metals and $m_b$ in the barrier; $\psi$ and $\psi'/\text{mass}$ are continuous at each face.

At normal incidence the decay constant is $\kappa_s=\sqrt{2m_b\phi_s}/\hbar$, with $\Delta\kappa=\kappa_\downarrow-\kappa_\uparrow>0$. Spin and the transverse wave vector $\mathbf k_\parallel$ are conserved. At any $k_\parallel$ the decay constant is $q=\sqrt{\kappa_s^2+k_\parallel^2}$, the longitudinal wave number in the metal is $k=\sqrt{k_F^2-k_\parallel^2}$ with $k_F=\sqrt{2mE_F}/\hbar$, and $r=(q/m_b)/(k/m)$.

At low temperature and small bias $V$,
\begin{equation}
J_s=\frac{e^2V}{h}\int\frac{d^2k_\parallel}{4\pi^2}\,T_s(k_\parallel).
\label{landauer}
\end{equation}
Matching waves across the barrier gave the transmission
\begin{equation}
T=\left[1+\frac14\left(r+\frac1r\right)^2\sinh^2qd\right]^{-1}.
\label{Texact}
\end{equation}
For a thick barrier, $\kappa_sd\gg1$, this becomes $T\simeq Ce^{-2qd}$ with $C=16r^2/(1+r^2)^2$, and
\begin{equation}
P\simeq\tanh(\Delta\kappa\,d+\delta),\qquad
\delta=\frac12\ln\frac{C_\uparrow\kappa_\uparrow}{C_\downarrow\kappa_\downarrow}.
\label{recall}
\end{equation}
Here $C_s$ is $C$ at $k_\parallel=0$. The simple formula sets $\delta=0$; the full transverse integral is Eq.~(\ref{landauer}) with Eq.~(\ref{Texact}).

The worked example has $\phi=1.0$ eV, $\Delta=0.3$ eV, $d=2.0$ nm, $E_F=10$ eV and $m_b=m$, the free-electron mass, with $2m/\hbar^2=26.2468\ \mathrm{eV^{-1}nm^{-2}}$. Then $\kappa_\uparrow=4.723\ \mathrm{nm^{-1}}$, $\kappa_\downarrow=5.494\ \mathrm{nm^{-1}}$, $\Delta\kappa=0.7707\ \mathrm{nm^{-1}}$ and $\delta=-0.199$. The simple formula gives $P=91.2\%$ and the full integral 87.5\%.

The same result is now derived a second way, without a scattering wave: two separate metals are coupled weakly by their evanescent tails, and the polarization is followed as the barrier thickens.

\subsection{The coupling between two tails}

Let $\psi_L$ be a state of the left metal when the barrier extends without end to the right, and $\psi_R$ a state of the right metal when the barrier extends without end to the left. Both describe longitudinal motion at the same spin and $\mathbf k_\parallel$, and both are real. The electron starts in $\psi_L$, so write
\begin{equation}
\Psi=\psi_Le^{-iE_Lt/\hbar}+\sum_Rc_R(t)\psi_Re^{-iE_Rt/\hbar}.
\end{equation}
Insert this in the Schr\"odinger equation with the full Hamiltonian $H$. The terms $c_R(H-E_R)\psi_R$ are of second order in the coupling and are dropped. Projection on one right state leaves
\begin{equation}
i\hbar\dot c_R=M\,e^{i(E_R-E_L)t/\hbar},\qquad
M=\int\psi_R(H-E_L)\psi_L\,dz .
\end{equation}

In the left metal and the barrier, $H$ coincides with the Hamiltonian of $\psi_L$, so $(H-E_L)\psi_L=0$ there. The integral may start at any plane $z_0$ inside the barrier. To the right of $z_0$, $(H-E_R)\psi_R=0$. For $E_L=E_R$, the case needed for a steady rate, one may subtract $\psi_L(H-E_R)\psi_R$ from the integrand. The potential terms cancel and the kinetic terms form a total derivative:
\begin{equation}
M=-\frac{\hbar^2}{2}\int_{z_0}^{\infty}\frac{d}{dz}
\left[\frac{\psi_R\psi_L'-\psi_L\psi_R'}{m(z)}\right]dz .
\end{equation}
The jump of $\psi_L'/m(z)$ at the right face belongs to $H\psi_L$ and is included in this derivative. The bracket vanishes far to the right, where the tail of $\psi_L$ has died out. The lower limit gives
\begin{equation}
M=\frac{\hbar^2}{2m_b}\left[\psi_R\psi_L'-\psi_L\psi_R'\right]_{z_0}.
\end{equation}

Inside the barrier $\psi_L=ae^{-qz}$ and $\psi_R=ae^{-q(d-z)}$, with equal amplitudes for identical metals. The two products each contribute $-qa^2e^{-qd}$, so
\begin{equation}
M=-\frac{\hbar^2q}{m_b}\,a^2e^{-qd}.
\label{M}
\end{equation}
The plane $z_0$ has dropped out, as it should.

\subsection{From the coupling to the current}

Let each metal have a large length $L$. The normalized left state is $\sqrt{2/L}\,\sin(kz+\eta)$ in the metal. Continuity of $\psi$ at $z=0$ gives $a=\sqrt{2/L}\sin\eta$. Continuity of $\psi'/\text{mass}$ gives $(k/m)\cos\eta=-(q/m_b)\sin\eta$, or $\cot\eta=-r$. Therefore
\begin{equation}
a^2=\frac2L\sin^2\eta=\frac{2}{L(1+r^2)} .
\end{equation}
Standing waves are spaced by $\pi/L$ in $k$. Their density in energy is
\begin{equation}
\varrho=\frac L\pi\frac{dk}{dE}=\frac{Lm}{\pi\hbar^2k}.
\end{equation}

By the golden rule each left state empties at the rate $(2\pi/\hbar)|M|^2\varrho$, and a bias $V$ opens $\varrho eV$ such states. The current per transverse mode is $e^2V(2\pi/\hbar)|M|^2\varrho^2$. Since $2\pi/\hbar=4\pi^2/h$, this has the form $(e^2V/h)T$ with
\begin{align}
T&=4\pi^2|M|^2\varrho^2\nonumber\\
&=4\pi^2\,\frac{\hbar^4q^2}{m_b^2}\,\frac{4}{L^2(1+r^2)^2}\,
\frac{L^2m^2}{\pi^2\hbar^4k^2}\,e^{-2qd}\nonumber\\
&=\frac{16r^2}{(1+r^2)^2}\,e^{-2qd}.
\end{align}
The length $L$ cancels, and the result agrees with the thick-barrier limit of wave matching, prefactor included.

\subsection{How the polarization grows}

In $T$ the thickness appears in the exponential alone, so $\partial T/\partial d=-2qT$. Summing over transverse modes,
\begin{equation}
\frac{dJ_s}{dd}=-2\langle q\rangle_sJ_s ,
\end{equation}
where $\langle q\rangle_s$ is the average of $q$ weighted by each mode's share of the current. Differentiating $P=(J_\uparrow-J_\downarrow)/(J_\uparrow+J_\downarrow)$ gives
\begin{align}
\frac{dP}{dd}
&=\frac{2(J_\uparrow'J_\downarrow-J_\uparrow J_\downarrow')}{(J_\uparrow+J_\downarrow)^2}\nonumber\\
&=\frac{4J_\uparrow J_\downarrow}{(J_\uparrow+J_\downarrow)^2}
\left(\langle q\rangle_\downarrow-\langle q\rangle_\uparrow\right).
\end{align}
The first factor is $1-P^2$, because $(J_\uparrow+J_\downarrow)^2-(J_\uparrow-J_\downarrow)^2=4J_\uparrow J_\downarrow$.

For a thick barrier small $k_\parallel$ dominates, where $q\simeq\kappa_s+k_\parallel^2/2\kappa_s$. The weight is then the Gaussian $e^{-k_\parallel^2d/\kappa_s}$, for which $\langle k_\parallel^2\rangle=\kappa_s/d$ in two dimensions. Hence
\begin{equation}
\langle q\rangle_s\simeq\kappa_s+\frac1{2d} .
\end{equation}
The second term is the same for both spins and cancels. The remaining corrections fall as $1/d^2$. At leading order
\begin{equation}
\frac{dP}{dd}=\Delta\kappa\,(1-P^2).
\label{flow}
\end{equation}

Since $\int dP/(1-P^2)=\operatorname{artanh}P$, the solution is
\begin{equation}
P=\tanh(\Delta\kappa\,d+\text{const}).
\end{equation}
The simple formula follows if the solution is continued to $P=0$ at $d=0$. This choice is plausible, since without a barrier nothing distinguishes the spins, but Eq.~(\ref{flow}) does not hold at small $d$. Evaluating $J_\uparrow/J_\downarrow$ in the thick regime fixes the constant instead, and gives $\delta$ of Eq.~(\ref{recall}). Neglecting spin-dependent prefactors and continuing the growth law to zero thickness are the same approximation.

Equation~(\ref{flow}) also shows why the curve saturates. Each added layer removes a larger fraction of the down current than of the up current. Once little down current is left, removing more of it hardly changes $P$.

With all other parameters of the example held fixed, the simple formula and the full transverse integral give:
\begin{center}
\begin{tabular}{ccc}
$d$ (nm) & simple $P$ (\%) & full $P$ (\%)\\
1 & 64.7 & 53.4\\
2 & 91.2 & 87.5\\
3 & 98.1 & 97.2\\
4 & 99.6 & 99.4
\end{tabular}
\end{center}
From 2 to 3 nm, $\operatorname{artanh}P$ of the full result rises by 0.77, in agreement with $\Delta\kappa\times1$ nm. At 4 nm the two polarizations differ by 0.2 percentage points, yet the unrounded minority shares still differ by a factor of 1.47, close to its thick-barrier limit $e^{-2\delta}=1.49$.

\subsection{What each derivation assumes}

Both derivations assume independent electrons, conserved spin and transverse momentum, a uniform single-domain barrier, low bias and low temperature. Both lose their basis if current flows mainly through defect states, because the current in each spin channel then need not fall as $e^{-2\kappa_sd}$.

Wave matching starts from a coherent scattering state. For the rectangular barrier its transmission holds at any thickness and includes repeated reflections between the two faces. The thick-barrier condition enters afterwards, and the size of the dropped terms can be read off. The price is that the barrier shape and the metal wave functions must be specified at the outset.

The second derivation assumes weak coupling from the start and leaves out repeated reflections. In return, it separates two ingredients. The exponent comes from the tails inside the barrier, while the electrodes enter through the tail amplitudes and densities of states. Changing the metals alters $\delta$ but not $\Delta\kappa$, provided that they remain nonmagnetic, the barrier heights are held fixed and states near $k_\parallel=0$ still dominate the current.

\subsection{Uneven thickness}

Suppose the thickness varies slowly across the junction, so that each patch conducts like a uniform barrier. Let its distribution be Gaussian with mean $d$ and standard deviation $\sigma$. Completing the square in the exponent gives
\begin{equation}
\left\langle e^{-2\kappa_sd'}\right\rangle
=e^{-2\kappa_sd+2\kappa_s^2\sigma^2}.
\end{equation}
Half the logarithm of the ratio of the two channels is therefore
\begin{equation}
x=\Delta\kappa\,d-\left(\kappa_\downarrow^2-\kappa_\uparrow^2\right)\sigma^2,
\end{equation}
without prefactors. Thin places carry a disproportionate part of the current, and they filter less well. With prefactors still left out, the current is centred at thickness $d-2\kappa_s\sigma^2$, which must itself remain thick on the scale $1/\kappa_s$.

For $\sigma=0.2$ nm in the example, the centres are 1.62 nm for up and 1.56 nm for down, so the condition holds. The argument falls by $26.2468\times0.3\times0.04=0.315$, and the simple polarization drops from 91.2\% to 84.2\%. With the full transverse integral it drops from 87.5\% to 77.0\%.

\subsection{Other corrections, and real junctions}

The following changes are made one at a time, with the other inputs held fixed.

Image forces in a barrier of relative permittivity 5 lower its middle by 0.10 eV. Lower heights increase the difference between the decay constants, while rounding of the barrier edges shortens the tunnelling path. An estimate from the integrated decay constant alone shows that the first effect wins here: 91.2\% becomes 93.7\%. With the rounded barrier and the transverse sum treated in full, 87.5\% becomes 89.3--89.5\%, depending on how the image potential is cut off at the faces, and the conductance rises by a factor of 10 to 12. A bias of 0.1 V, or 0.5 MV/cm, changes the exponent-only estimate to 91.9\% for electrons at the emitter Fermi level and to 90.6\% for those at the bottom of the bias window. The two shifts largely cancel: the full current over the whole window has a polarization of 87.6\%, against 87.5\% at zero bias.

At 4 K, thermal smearing changes the full polarization by less than $10^{-4}$ percentage points. The loss of magnetic order matters more. Mean-field theory for spin $7/2$ and a Curie temperature of 16 K gives 98\% of the saturated magnetization. If the splitting scales with magnetization, the full polarization falls from 87.5\% to 86.8\%.

The barrier mass has a larger influence. Halving it multiplies $\Delta\kappa$ by $1/\sqrt2$. The simple polarization becomes 79.7\% and the full one 73.1\%.

The example lies in the rough regime of europium-chalcogenide spin filters: a barrier of order 1 eV, a splitting of a few tenths of an eV, a thickness of a few nanometres and operation near liquid-helium temperature. The free-electron barrier mass is a simplification, not a measured property of these compounds. So is the single parabolic band: 1 eV below the band edge, the decay constant also feels the states on the other side of the gap. As an illustration, the two-band law $\kappa_s^2=(2m_b/\hbar^2)\,\phi_sE_v/(\phi_s+E_v)$, with an unsplit valence edge $E_v=2$ eV below the Fermi level, lowers $\Delta\kappa$ from 0.77 to $0.42\ \mathrm{nm^{-1}}$ and the simple polarization from 91\% to 69\%. For a real compound, $\kappa_s$ must come from its complex band structure. The resistance-area product calculated for the rectangular barrier, without image forces, is $1.5\times10^7\ \Omega\,\mu\mathrm m^2$. A junction $100\ \mu\mathrm m$ on a side would thus have about 1.5 k$\Omega$, convenient for a laboratory measurement. Magnetic memory cells need values lower by roughly six orders of magnitude. Real films break the assumption of uniform thickness, and the 0.2 nm variation above shows a possible cost of about 10.5 percentage points. Reversed domains exchange the roles of the spins: if they cover a fraction $f$ of an otherwise uniform junction, the net polarization is $(1-2f)P$.

A thicker barrier improves filtering at a steep price. With heights and mass fixed, going from 2 to 3 nm raises the full polarization from 87.5\% to 97.2\%. The dominant up current meanwhile falls by about $(3/2)e^{2\times4.723}\simeq2\times10^4$ at leading order, the factor $3/2$ coming from the $1/d$ in the prefactor. Added thickness is therefore useful when the circuit can accept that resistance and the film remains uniform and free of defect conduction. The numerical output lists the inputs and the main results.

\section*{Numbers as computed}
\begin{verbatim}
Mean barrier height: 1.00 eV
Exchange splitting: 0.30 eV
Barrier height, up: 0.85 eV
Barrier height, down: 1.15 eV
Thickness: 2.0 nm
Metal Fermi energy: 10.0 eV
2 m_e/hbar^2: 26.2468 1/(eV nm^2)
kappa_up: 4.7233 1/nm
kappa_down: 5.4940 1/nm
kappa_down - kappa_up: 0.7707 1/nm
Weak-splitting estimate of difference: 0.7685 1/nm
kappa_up*d: 9.447 (dimensionless)
kappa_down*d: 10.988 (dimensionless)
Argument of tanh: 1.5413 (dimensionless)
P, simple formula: 91.23 %
Ratio exp(2*argument): 21.82 (dimensionless)
Interface factor C_up: 1.1553 (dimensionless)
Interface factor C_down: 1.4800 (dimensionless)
Prefactor shift delta: -0.1994 (dimensionless)
Effective thickness loss d0: 0.2573 nm
P, tanh with delta: 87.21 %
P, full transverse integral: 87.50 %
Full current ratio up/down: 15.01 (dimensionless)
Resistance-area product: 1.537e+07 ohm um^2
d = 1.0 nm: P simple 64.73 %, P full 53.45 %
d = 2.0 nm: P simple 91.23 %, P full 87.50 %
d = 3.0 nm: P simple 98.06 %, P full 97.16 %
d = 4.0 nm: P simple 99.58 %, P full 99.38 %
Thickness standard deviation: 0.20 nm
Roughness loss in argument: 0.3150 (dimensionless)
P with roughness, no prefactors: 84.15 %
P with roughness, full integral: 76.96 %
Relative permittivity: 5.0 (dimensionless)
Image-force lowering at midpoint: 0.0998 eV
P with image force, exponent only: 93.72 %
Bias: 0.10 V
Field at this bias: 0.50 MV/cm
P with bias, exponent only at emitter Fermi level: 91.90 %
Temperature: 4.0 K
Thermal energy: 0.3447 meV
Change of full P by smearing: 0.00005 points
Curie temperature, rough input: 16.0 K
Mean-field magnetization ratio: 0.9772 (dimensionless)
Full P with reduced splitting: 86.76 %
Alternative barrier mass: 0.50 free-electron masses
P simple, alternative mass: 79.68 %
P full, alternative mass: 73.13 %
\end{verbatim}
